# Calculating the Fröhlich coupling constant for an electron in a polar oxide: a program that tests the result

```python
"""Froehlich coupling constant of an electron in a polar continuum.

Result under test:
    alpha = e^2/(4 pi eps0 hbar) * kappa * sqrt(m/(2 hbar omega)),
    kappa = 1/eps_inf - 1/eps_s
m: band mass, omega: longitudinal optical (LO) frequency,
eps_inf, eps_s: high-frequency and static relative permittivity.
The second-order energy shift of an electron at rest is -alpha*hbar*omega.
r_p = sqrt(hbar/(2 m omega)) is the polaron length.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad

e, hbar, eps0, m_e = const.e, const.hbar, const.epsilon_0, const.m_e
kB = const.k
meV = 1e-3 * e

# Inputs: round model parameters
mass_ratio = 0.5
phonon_meV = 50.0
eps_inf, eps_s = 5.0, 20.0
temperature = 300.0
lattice_nm = 0.5
field_MV_cm = 1.0

m = mass_ratio * m_e
hw = phonon_meV * meV
kappa = 1 / eps_inf - 1 / eps_s


def alpha_formula(kap, energy, mass):
    return e**2 / (4*np.pi*eps0*hbar) * kap * np.sqrt(mass/(2*energy)) 


def polaron_length(energy, mass):
    return hbar / np.sqrt(2 * mass * energy)


def coupling_squared_times_volume(q, kap, energy):
    return e**2 * energy * kap / (2 * eps0 * q**2)


def gauss(n, a, b):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5*(b - a)*x + 0.5*(b + a), 0.5*(b - a)*w


theta, w_theta = gauss(200, 0, np.pi/2)
u, w_u = gauss(24, -1, 1)


def second_order_sum(kap, energy, mass, p=0.0, power=1):
    """Sum over q of |V_q|^2 / (energy denominator)^power, in SI."""
    length = polaron_length(energy, mass)
    q = np.tan(theta) / length
    dq = w_theta / np.cos(theta)**2 / length
    recoil = hbar**2 * (q[:, None]**2 - 2*p*q[:, None]*u) / (2*mass)
    average = ((energy + recoil)**(-power)) @ w_u / 2
    v2 = coupling_squared_times_volume(q, kap, energy)
    return np.sum(dq * q**2 / (2*np.pi**2) * v2 * average)


# Lattice equations: longitudinal frequency and force per unit D
w, E, D = sp.symbols('w E D')
gam, w_to, e0, einf = sp.symbols('gamma omega_TO e0 einf', positive=True)
P = gam*w + e0*(einf - 1)*E
acceleration = -w_to**2*w + gam*E
w_static = sp.solve(acceleration, w)[0]
es = sp.simplify(((e0*E + P)/(e0*E)).subs(w, w_static))
E_long = sp.solve(e0*E + P - D, E)[0]
acc_long = sp.expand(acceleration.subs(E, E_long))
omega_lo_sq = -sp.diff(acc_long, w)
force = sp.diff(acc_long, D)
assert sp.simplify(omega_lo_sq - w_to**2*es/einf) == 0
assert sp.simplify(force**2 - omega_lo_sq*(1/einf - 1/es)/e0) == 0

# Lattice-mediated attraction must restore static Coulomb screening
r = 2e-9
sine_integral = (quad(lambda x: np.sinc(x/np.pi), 0, 1)[0]
                 + quad(lambda x: 1/x, 1, np.inf, weight='sin', wvar=1)[0])
strength = coupling_squared_times_volume(1.0, kappa, hw)
attraction = -2*strength*sine_integral/(2*np.pi**2*r*hw)
coulomb = e**2/(4*np.pi*eps0*r)
assert abs((coulomb/eps_inf + attraction)/(coulomb/eps_s) - 1) < 1e-5

# Coupling constant: closed form against the momentum sum
alpha = alpha_formula(kappa, hw, m)
r_p = polaron_length(hw, m)
rydberg_eV = const.value('Rydberg constant times hc in eV')
root_energy = np.sqrt(rydberg_eV / (phonon_meV*1e-3))
root_mass = np.sqrt(mass_ratio)
alpha_hand = kappa * root_energy * root_mass
shift = -second_order_sum(kappa, hw, m)
alpha_sum = -shift / hw
assert abs(alpha/alpha_sum - 1) < 1e-8
assert abs(alpha_hand/alpha_sum - 1) < 1e-7
assert abs(alpha - 1.75) < 0.005

# Phonon number and mass from the same microscopic sum
phonons = second_order_sum(kappa, hw, m, power=2) * hw
phonons = phonons / hw
assert abs(phonons/(alpha/2) - 1) < 1e-8
p = 0.05 / r_p
shift_p = -second_order_sum(kappa, hw, m, p=p)
curvature = (shift_p - shift) / (hbar**2*p**2/(2*m))
assert abs(curvature/(-alpha/6) - 1) < 5e-3  # next term in p is 0.1 %
mass_factor = 1/(1 - alpha/6)
mass_expanded = 1 + alpha/6


# Fourth-order energy; energies in hbar*omega, momenta in 1/r_p
def fourth_order_kernel(d1, d2, inverse_d12):
    return 1/(d1**2*d2) - (1/d1**2 + 1/(d1*d2))*inverse_d12


def fourth_order_coefficient(n):
    t, wt = gauss(n, 0, np.pi/2)
    k = np.tan(t)
    k1, k2 = k[:, None], k[None, :]
    d1, d2 = 1 + k1**2, 1 + k2**2
    inv = np.log1p(4*k1*k2/(2 + (k1 - k2)**2))/(4*k1*k2)
    values = fourth_order_kernel(d1, d2, inv)*d1*d2
    return (2/np.pi)**2 * (wt @ values @ wt)


c4 = fourth_order_coefficient(400)
assert abs(c4 - fourth_order_coefficient(250)) < 2e-5

# Direct diagonalization of two modes at zero total momentum
modes, g, levels = np.array([0.7, -1.1]), 0.03, 6
b = np.diag(np.sqrt(np.arange(1, levels)), 1)
one, number = np.eye(levels), np.diag(np.arange(levels))
n1, n2 = np.kron(number, one), np.kron(one, number)
momentum = modes[0]*n1 + modes[1]*n2
H = momentum @ momentum + n1 + n2
H = H + g*(np.kron(b + b.T, one) + np.kron(one, b + b.T))
ground = np.linalg.eigvalsh(H)[0]
d = 1 + modes**2
pair = 2 + (modes[:, None] + modes[None, :])**2
e4_model = np.sum(fourth_order_kernel(d[:, None], d[None, :], 1/pair))
e4_diag = (ground + g**2*np.sum(1/d))/g**4
assert abs(e4_diag/e4_model - 1) < 0.01  # sixth order remains
fourth_meV = c4*alpha**2*phonon_meV

# Lattice cutoff
x_cut = np.pi*r_p/(lattice_nm*1e-9)
cut_fraction = 2/np.pi*np.arctan(x_cut)
cut_sum = quad(lambda q: q**2/(2*np.pi**2*r_p**3)
               * coupling_squared_times_volume(q/r_p, kappa, hw)
               / (hw*(1 + q**2)), 1e-12, x_cut)[0]
assert abs(cut_sum/(alpha_sum*hw)/cut_fraction - 1) < 1e-6

# Thermal phonons: absorption integral just off the real axis
occupation = 1/np.expm1(hw/(kB*temperature))
eta = 0.01


def absorption(k):
    return 1/(k**2 - 1 - 1j*eta)


parts = []
for part in (np.real, np.imag):
    inner = quad(lambda k: float(part(absorption(k))), 0, 2,
                 points=[0.98, 1, 1.02], limit=300)[0]
    outer = quad(lambda k: float(part(absorption(k))), 2, np.inf)[0]
    parts.append(inner + outer)
assert abs(parts[0]) < 0.01            # finite eta leaves pi*eta/4
assert abs(parts[1] - np.pi/2) < 0.01
broadening_meV = 2*alpha*occupation*phonon_meV
from_integral = 2*(2*alpha/np.pi)*occupation*parts[1]*phonon_meV
assert abs(broadening_meV/from_integral - 1) < 0.01
thermal_shift_meV = -alpha*(1 + occupation)*phonon_meV

# Two LO branches sharing kappa equally
branches = np.array([30.0, 70.0])
branch_alpha = np.array([alpha_formula(kappa/2, x*meV, m)
                         for x in branches])
branch_phonons = sum(second_order_sum(kappa/2, x*meV, m, power=2)
                     for x in branches)
alpha_two = branch_alpha.sum()
assert abs(branch_phonons/(alpha_two/2) - 1) < 1e-8

# Uniaxial mass, ratio 2, geometric mean unchanged
mu_t, mu_l = 2**(-1/3), 2**(2/3)
mu = 1/(u**2/mu_l + (1 - u**2)/mu_t)
q2 = np.tan(theta)[:, None]**2
aniso = 2/np.pi*(w_theta @ ((1 + q2)/(1 + q2/mu)) @ w_u)/2
assert abs(aniso/(np.sqrt(mu) @ w_u/2) - 1) < 1e-8
alpha_aniso = alpha*aniso

# Density with Fermi energy hbar*omega, against counted box states
density = 1/(3*np.pi**2*r_p**3)
R = 24
grid = np.arange(-R, R + 1)
n_sq = (grid[:, None, None]**2 + grid[None, :, None]**2
        + grid[None, None, :]**2)
box = 2*np.pi*R*r_p
counted = 2*np.count_nonzero(n_sq <= R**2)/box**3
assert abs(counted/density - 1) < 0.02  # surface of the counted sphere

# Electric field
drop_meV = field_MV_cm*1e8*r_p*1e3
field_limit = hw/(e*r_p)/1e8

alpha_wrong_to = alpha_formula(kappa, hw*np.sqrt(eps_inf/eps_s), m)

print(f"band mass: {mass_ratio:.2f} m_e")
print(f"LO phonon energy: {phonon_meV:.1f} meV")
print(f"eps_inf: {eps_inf:.1f}")
print(f"eps_s: {eps_s:.1f}")
print(f"kappa = 1/eps_inf - 1/eps_s: {kappa:.4f}")
print(f"Rydberg energy: {rydberg_eV:.4f} eV")
print(f"sqrt(Rydberg/phonon energy): {root_energy:.4f}")
print(f"sqrt(mass ratio): {root_mass:.4f}")
print(f"alpha, closed form: {alpha:.4f}")
print(f"alpha, momentum sum: {alpha_sum:.4f}")
print(f"TO energy: {phonon_meV*np.sqrt(eps_inf/eps_s):.1f} meV")
print(f"alpha if TO energy is wrongly used: {alpha_wrong_to:.3f}")
print(f"polaron length r_p: {r_p*1e9:.3f} nm")
print(f"second-order shift: {shift/meV:.2f} meV")
print(f"mean phonon number: {phonons:.3f}")
print(f"mass factor 1/(1-alpha/6): {mass_factor:.3f}")
print(f"mass factor 1+alpha/6: {mass_expanded:.3f}")
print(f"polaron mass, first form: {mass_factor*mass_ratio:.3f} m_e")
print(f"fourth-order coefficient of alpha^2: {c4:.4f}")
print(f"fourth-order shift: {fourth_meV:.2f} meV")
print(f"fourth/second order: {100*fourth_meV*meV/shift:.1f} %")
print(f"cutoff length a: {lattice_nm:.2f} nm")
print(f"shift fraction kept below pi/a: {cut_fraction:.3f}")
print(f"shift with cutoff: {cut_fraction*shift/meV:.1f} meV")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kB*temperature/meV:.2f} meV")
print(f"phonon occupation: {occupation:.3f}")
print(f"second-order shift at temperature: {thermal_shift_meV:.1f} meV")
print(f"absorption broadening: {broadening_meV:.1f} meV")
print(f"branch energies: {branches[0]:.0f} and {branches[1]:.0f} meV")
print(f"branch alphas: {branch_alpha[0]:.3f}, {branch_alpha[1]:.3f}")
print(f"sum of branch alphas: {alpha_two:.3f}")
print(f"change from two branches: {100*(alpha_two/alpha-1):.1f} %")
print(f"transverse mass: {mass_ratio*mu_t:.3f} m_e")
print(f"longitudinal mass: {mass_ratio*mu_l:.3f} m_e")
print(f"alpha with anisotropic mass: {alpha_aniso:.3f}")
print(f"change from anisotropy: {100*(aniso-1):.1f} %")
print(f"density at Fermi energy = phonon: {density*1e-6:.2e} cm^-3")
print(f"applied field: {field_MV_cm:.1f} MV/cm")
print(f"potential-energy drop over r_p: {drop_meV:.0f} meV")
print(f"field with drop = phonon energy: {field_limit:.3f} MV/cm")
print("OK")
```

Running it gives:

```
band mass: 0.50 m_e
LO phonon energy: 50.0 meV
eps_inf: 5.0
eps_s: 20.0
kappa = 1/eps_inf - 1/eps_s: 0.1500
Rydberg energy: 13.6057 eV
sqrt(Rydberg/phonon energy): 16.4959
sqrt(mass ratio): 0.7071
alpha, closed form: 1.7497
alpha, momentum sum: 1.7497
TO energy: 25.0 meV
alpha if TO energy is wrongly used: 2.474
polaron length r_p: 1.235 nm
second-order shift: -87.48 meV
mean phonon number: 0.875
mass factor 1/(1-alpha/6): 1.412
mass factor 1+alpha/6: 1.292
polaron mass, first form: 0.706 m_e
fourth-order coefficient of alpha^2: -0.0159
fourth-order shift: -2.44 meV
fourth/second order: 2.8 %
cutoff length a: 0.50 nm
shift fraction kept below pi/a: 0.918
shift with cutoff: -80.3 meV
temperature: 300 K
thermal energy kT: 25.85 meV
phonon occupation: 0.169
second-order shift at temperature: -102.3 meV
absorption broadening: 29.6 meV
branch energies: 30 and 70 meV
branch alphas: 1.129, 0.739
sum of branch alphas: 1.869
change from two branches: 6.8 %
transverse mass: 0.397 m_e
longitudinal mass: 0.794 m_e
alpha with anisotropic mass: 1.731
change from anisotropy: -1.0 %
density at Fermi energy = phonon: 1.80e+19 cm^-3
applied field: 1.0 MV/cm
potential-energy drop over r_p: 123 meV
field with drop = phonon energy: 0.405 MV/cm
OK
```
